# Does smoothing scale linearly with the fraction of Family relaxation events?: test program

```python
# RESULT UNDER TEST
# Random deposition on a ring of L columns, mixed with a fraction p of Family
# relaxation events (particle goes to the lowest of landing column and its two
# neighbours), has an Edwards-Wilkinson smoothing coefficient nu ~ nu0 * p**2
# for small p, because the local steps grow like 1/p while one event moves only
# one particle.
# Symbols: h height (monolayers), t time (monolayers deposited), m mean tilt,
# J lateral particle current per column, nu = -J/m, W rms width,
# H = p*h and T = p**2*t scaled height and time, drop = h_i - lowest of triple.
import numpy as np
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(20241)


def three_column_chain(p):
    """Stationary p*<drop> and p^2*W^2 on 3 columns, from the rule itself."""
    na, nb = int(np.ceil(6 / p)), int(np.ceil(12 / p))
    rows, cols, vals = [], [], []
    for a in range(na):
        for b in range(nb):
            start = a * nb + b
            for target in range(3):
                # all three columns are neighbours; index 0 is the lowest
                prob = (1 - p) / 3 + (p if target == 0 else 0.0)
                heights = [0, a, a + b]
                heights[target] += 1
                heights.sort()
                a2, b2 = heights[1] - heights[0], heights[2] - heights[1]
                end = a2 * nb + b2 if (a2 < na and b2 < nb) else start
                rows.append(end)
                cols.append(start)
                vals.append(prob)
    n = na * nb
    flow = csc_matrix((vals, (rows, cols)), shape=(n, n))
    flow = (flow - csc_matrix((np.ones(n), (range(n), range(n))),
                              shape=(n, n))).tocsc()
    rest = spsolve(flow[1:, 1:], -flow[1:, 0].toarray().ravel())
    weight = np.concatenate(([1.0], rest))
    weight /= weight.sum()
    a, b = np.divmod(np.arange(n), nb)
    levels = np.array([0 * a, a, a + b], float)
    return p * (weight @ levels.mean(0)), p**2 * (weight @ levels.var(0))


def scaled_diffusion(L, R, dt, total, burn):
    """p-free limit dH_i = (N_i - 1) dT + dB_i, R independent rings."""
    slopes = 0.7 * rng.standard_normal((L, R))
    slopes -= slopes.mean(0)
    H = np.cumsum(slopes, axis=0).astype(np.float32)
    lo, hi = (np.arange(L) - 1) % L, (np.arange(L) + 1) % L
    wave = np.exp(2j * np.pi * np.arange(L) / L)
    step, kick = np.float32(dt), np.float32(np.sqrt(dt))
    data = []
    for n in range(int(total / dt)):
        left, right = H[lo], H[hi]
        to_left = (left < H) & (left <= right)
        to_right = (right < H) & ~to_left
        gl, gr = to_left.astype(np.float32), to_right.astype(np.float32)
        if n * dt > burn and n % 20 == 0:
            dev = H - H.mean(0)
            mode = np.mean(np.abs(wave @ dev)**2) / L
            drop = np.mean(H - np.minimum(np.minimum(left, right), H))
            data.append([mode, np.mean(dev**2), drop,
                         np.mean((right - H)**2)])
        H += step * (gr[lo] + gl[hi] - gl - gr)
        H += kick * rng.standard_normal((L, R), dtype=np.float32)
    mode, width2, drop, slope2 = np.mean(data, axis=0)
    return H - H.mean(0), mode, width2, drop, np.sqrt(slope2)


def transfer(drop, levelling):
    """Particles moved by one relaxation event."""
    return np.floor((drop + 1) / 2) if levelling else np.minimum(drop, 1)


def lattice_growth(p, m, start, monolayers, levelling=False):
    """Particle-by-particle growth; u_i = h_i - m*i is periodic.
    Returns nu, its standard error, mean drop, rms step about the tilt."""
    L, R = start.shape
    ramp = m * np.arange(L)[:, None]
    u = (np.round(start + ramp) - ramp).ravel()
    ring = np.arange(R)
    block = 331
    n_blocks = int(np.ceil(monolayers * L / block))
    currents, drops, steps2 = [], [], []
    for k in range(n_blocks):
        site = rng.integers(0, L, (block, R))
        centre = site * R + ring
        left = ((site - 1) % L) * R + ring
        right = ((site + 1) % L) * R + ring
        relax = (rng.random((block, R)) < p).astype(float)
        coin = rng.integers(0, 2, (block, R)) - 0.5
        for c, l, r, f, tie in zip(centre, left, right, relax, coin):
            uc = u[c]
            dl = uc - u[l] + m
            dr = uc - u[r] - m
            drop = np.maximum(np.maximum(dl, dr), 0)
            moved = f * transfer(drop, levelling)
            u[c] = uc + 1 - moved
            u[np.where(dr + tie > dl, r, l)] += moved
        if k >= 0.35 * n_blocks:
            U = u.reshape(L, R)
            dl = U - np.roll(U, 1, axis=0) + m
            dr = U - np.roll(U, -1, axis=0) - m
            drop = np.maximum(np.maximum(dl, dr), 0)
            hop = np.sign(dr - dl) * transfer(drop, levelling)
            currents.append(p * hop.mean(0))
            drops.append(drop.mean())
            steps2.append(np.mean((dr + m)**2))
    per_ring = -np.mean(currents, axis=0) / m
    return (per_ring.mean(), per_ring.std() / np.sqrt(R),
            np.mean(drops), np.sqrt(np.mean(steps2)))


# --- three columns: deterministic test of the balance and of the p^2 law
print("Three columns, stationary state solved from the rule")
chain = {}
for p in (0.4, 0.2, 0.1, 0.05):
    balance, chain[p] = three_column_chain(p)
    print(f"p={p:4.2f}: p*mean drop={balance:.6f} ML, p^2 W^2={chain[p]:.5f} ML^2")
    assert abs(balance - (1 - 1 / 3) / 2) < 1e-6
limit3 = 2 * chain[0.05] - chain[0.1]
print(f"p^2 W^2 extrapolated to p=0: {limit3:.5f} ML^2 (theory {1/6:.5f})")
assert abs(limit3 - 1 / 6) < 0.003

# --- p-free diffusion; time-step error is of the order of dt
w3 = scaled_diffusion(3, 4000, 0.005, 15, 4)[2]
print(f"Scaled diffusion, 3 columns: W^2={w3:.4f}")
assert abs(w3 * 6 - 1) < 0.04
L = 24
H, mode, width2, drop0, slope0 = scaled_diffusion(L, 512, 0.01, 110, 30)
khat2 = 2 - 2 * np.cos(2 * np.pi / L)
nu0 = 1 / (2 * khat2 * mode)
print(f"Scaled diffusion, {L} columns: nu0 from lowest mode={nu0:.3f}")
print(f"  mean drop={drop0:.4f} (balance {(1-1/L)/2:.4f}), "
      f"rms step={slope0:.3f}, W^2={width2:.3f}")
assert abs(drop0 / ((1 - 1 / L) / 2) - 1) < 0.03

# --- lattice growth; starting shapes only shorten the approach to steadiness
print(f"Lattice growth, {L} columns, 512 rings, nu in column^2/ML")
nu, sigma, bias = {}, {}, {}
for p, m, scaled_time in ((1.0, 0.25, 60), (0.2, 2, 8), (0.1, 2, 6), (0.05, 2, 5)):
    nu[p], err, drop, sigma[p] = lattice_growth(p, m, H / p, scaled_time / p**2)
    bias[p] = nu[p] * m / p
    balance = (1 - 1 / L) / 2 + nu[p] * m**2
    print(f"p={p:4.2f}, tilt {m}: nu={nu[p]:.5f} +- {err:.5f}, nu/p^2={nu[p]/p**2:.3f}")
    print(f"  rms step={sigma[p]:.2f} ML, downhill bias={bias[p]:.4f}, "
          f"bias*step/tilt={bias[p]*sigma[p]/m:.3f}")
    print(f"  p*mean drop={p*drop:.4f} ML, balance predicts {balance:.4f} ML")
    assert abs(p * drop / balance - 1) < 0.05
exponent = np.log2(nu[0.1] / nu[0.05])
print(f"Exponent of nu between p=0.05 and 0.1: {exponent:.2f}")
# room for O(p) corrections and for sampling noise; a linear law would give 1
assert abs(exponent - 2) < 0.2
# steps are of order 1/p, and the bias is the tilt measured in steps
assert abs(0.05 * sigma[0.05] / slope0 - 1) < 0.10
bias_ratio = [bias[p] * sigma[p] / 2 for p in (0.2, 0.1, 0.05)]
assert max(bias_ratio) / min(bias_ratio) < 1.2
# tilt current on the lattice against mode amplitude of the p-free diffusion:
# room for O(p), O(1/L) and sampling noise
print(f"nu/p^2 at p=0.05 over nu0 from the mode: {nu[0.05]/0.05**2/nu0:.3f}")
assert abs(nu[0.05] / 0.05**2 / nu0 - 1) < 0.15
width2_formula = (L**2 - 1) / (24 * L * nu[0.05] / 0.05**2)
print(f"W^2 (scaled) from tilt-measured nu: {width2_formula:.3f}")
assert abs(width2_formula / width2 - 1) < 0.20

# --- control: an event moves material in proportion to the drop
control = {}
for p in (0.1, 0.025):
    control[p], err, _, step = lattice_growth(p, 2, H / np.sqrt(p), 20 / p, True)
    print(f"Levelling control p={p:5.3f}: nu={control[p]:.5f} +- {err:.5f}, "
          f"rms step={step:.2f} ML")
control_exponent = np.log(control[0.1] / control[0.025]) / np.log(4)
print(f"Exponent of nu in the control: {control_exponent:.2f}")
assert 0.8 < control_exponent < 1.25

# --- closed mode sums against explicit summation (noise strength 1)
n_sum, nu_sum, t_sum = 2000, 0.5, 200.0
k2 = 2 - 2 * np.cos(2 * np.pi * np.arange(1, n_sum) / n_sum)
full = np.sum(1 / (2 * nu_sum * k2)) / n_sum
early = np.sum((1 - np.exp(-2 * nu_sum * k2 * t_sum)) / (2 * nu_sum * k2)) / n_sum
assert abs(full / ((n_sum**2 - 1) / (24 * nu_sum * n_sum)) - 1) < 1e-8
assert abs(early / np.sqrt(t_sum / (2 * np.pi * nu_sum)) - 1) < 0.02

# --- worked example
size, p = 1000, 0.05
print(f"Example: {size} columns, p={p}")
results = {}
for name, value in (("measured nu", nu[p]), ("naive p*nu(1)", p * nu[1.0])):
    width = np.sqrt((size**2 - 1) / (24 * value * size))
    relax_time = size**2 / (4 * np.pi**2 * value)
    meet = 1 / (2 * np.pi * value)
    results[name] = width
    print(f"  {name}: nu={value:.5f} column^2/ML, saturated W={width:.1f} ML")
    print(f"    relaxation time={relax_time:.3e} ML, crossover time={meet:.1f} ML")
print(f"  naive nu is too large by a factor {p*nu[1.0]/nu[p]:.1f}")
print(f"  naive width is too small by a factor "
      f"{results['measured nu']/results['naive p*nu(1)']:.2f}")
assert nu[p] < 0.25 * p * nu[1.0]

print("every check passed")
```

Output:

```
Three columns, stationary state solved from the rule
p=0.40: p*mean drop=0.333333 ML, p^2 W^2=0.15565 ML^2
p=0.20: p*mean drop=0.333333 ML, p^2 W^2=0.16077 ML^2
p=0.10: p*mean drop=0.333333 ML, p^2 W^2=0.16365 ML^2
p=0.05: p*mean drop=0.333333 ML, p^2 W^2=0.16515 ML^2
p^2 W^2 extrapolated to p=0: 0.16664 ML^2 (theory 0.16667)
Scaled diffusion, 3 columns: W^2=0.1699
Scaled diffusion, 24 columns: nu0 from lowest mode=1.226
  mean drop=0.4847 (balance 0.4792), rms step=0.867, W^2=0.954
Lattice growth, 24 columns, 512 rings, nu in column^2/ML
p=1.00, tilt 0.25: nu=0.79481 +- 0.00471, nu/p^2=0.795
  rms step=0.82 ML, downhill bias=0.1987, bias*step/tilt=0.655
  p*mean drop=0.5219 ML, balance predicts 0.5288 ML
p=0.20, tilt 2: nu=0.04028 +- 0.00026, nu/p^2=1.007
  rms step=4.84 ML, downhill bias=0.4028, bias*step/tilt=0.975
  p*mean drop=0.6332 ML, balance predicts 0.6403 ML
p=0.10, tilt 2: nu=0.01171 +- 0.00012, nu/p^2=1.171
  rms step=8.87 ML, downhill bias=0.2342, bias*step/tilt=1.038
  p*mean drop=0.5227 ML, balance predicts 0.5260 ML
p=0.05, tilt 2: nu=0.00304 +- 0.00005, nu/p^2=1.217
  rms step=17.30 ML, downhill bias=0.1217, bias*step/tilt=1.053
  p*mean drop=0.4912 ML, balance predicts 0.4913 ML
Exponent of nu between p=0.05 and 0.1: 1.94
nu/p^2 at p=0.05 over nu0 from the mode: 0.993
W^2 (scaled) from tilt-measured nu: 0.820
Levelling control p=0.100: nu=0.06236 +- 0.00012, rms step=4.57 ML
Levelling control p=0.025: nu=0.01554 +- 0.00005, rms step=9.19 ML
Exponent of nu in the control: 1.00
Example: 1000 columns, p=0.05
  measured nu: nu=0.00304 column^2/ML, saturated W=117.0 ML
    relaxation time=8.326e+06 ML, crossover time=52.3 ML
  naive p*nu(1): nu=0.03974 column^2/ML, saturated W=32.4 ML
    relaxation time=6.374e+05 ML, crossover time=4.0 ML
  naive nu is too large by a factor 13.1
  naive width is too small by a factor 3.61
every check passed
```
